The Uehling potential, its contact limit, and its failure for heavy nuclei

## Part 1. From the Dirac sea to the contact term

### Definitions and conventions

Hartree atomic units are used: ħ, the electron mass and the elementary charge are 1, lengths are in bohr and energies in hartree. The speed of light is c = 1/α = 137.036, where α is the fine-structure constant. In these units c is also the momentum mc, c² is the electron's rest energy, and 1/c is its reduced Compton wavelength.

Every V below is the potential energy of an electron, not an electrostatic potential. A fixed point nucleus of charge Z therefore gives −Z/r. Number densities of electrons are counted as positive. Fourier transforms follow

f(q) = ∫ d³r e^(−iq·r) f(r),  f(r) = ∫ d³q/(2π)³ e^(iq·r) f(q).

The nucleus polarizes the vacuum, and the induced charge acts back on the atomic electron. The extra potential energy, to first order in α and in the nuclear field, is the Uehling potential V_U. The electron self-energy, which is also part of the Lamb shift, is not included.

### The simple case: one Yukawa term

Take first a single short-range attraction of strength g and inverse range κ:

V(r) = −g e^(−κr)/r.

Its Fourier transform follows by doing the angles first:

∫ d³r e^(−iq·r) e^(−κr)/r = (4π/q) ∫₀^∞ dr sin(qr) e^(−κr) = 4π/(q² + κ²).

The last step uses ∫₀^∞ sin(qr) e^(−κr) dr = q/(q² + κ²). At q = 0 the transform is the volume integral, so V integrates to −4πg/κ². If the electron density is nearly constant over the distance 1/κ, it can be taken out of the energy integral at r = 0. The potential then acts as

V(r) → −(4πg/κ²) δ(r).

This is a statement about energies in smooth densities, not about the shape of V. The Schrödinger 1s density, (Z³/π) e^(−2Zr), shows its accuracy. The energy with the actual potential is

⟨V⟩ = −4gZ³ ∫₀^∞ dr r e^(−(2Z+κ)r) = −4gZ³/(2Z + κ)².

The contact form gives −(4πg/κ²)(Z³/π) = −4gZ³/κ². Hence

⟨V⟩/⟨V⟩_contact = 1/(1 + 2Z/κ)².

For κ → ∞ the ratio tends to 1, as it must. At finite κ the contact form overestimates the energy, because it evaluates the density at its maximum instead of averaging over the range. The small parameter is 2Z/κ, the range of the force times the decay constant of the density.

The vacuum turns out to supply a continuous sum of such Yukawa terms. The task is to find their weights.

### Linear response of the filled sea

A free electron of momentum p has the Dirac Hamiltonian

h(p) = c A·p + B c²,

where A and B are the 4×4 Dirac matrices, usually written α and β. Its energies are ±E(p), with E = √(c²p² + c⁴). In the vacuum the negative-energy states are filled. Their uniform density without a field is subtracted, since the undisturbed vacuum is neutral.

A weak static V changes each filled state ψᵢ by

δψᵢ = Σₐ ψₐ ⟨a|V|i⟩/(Eᵢ − Eₐ).

The change of density is Σᵢ (ψᵢ†δψᵢ + complex conjugate). When a is also filled, the term for the pair (i,a) cancels against the conjugate term for (a,i), because the energy denominator changes sign. What remains is the mixing of filled negative-energy states with empty positive-energy states.

For one Fourier component of V, the momentum of the positive-energy state is p₁ = p + q/2 and that of the negative-energy state is p₂ = p − q/2, so p₁ − p₂ = q. The denominator is −E₂ − E₁. The conjugate term, arising from the component −q of the real potential, gives an equal contribution by inversion symmetry and supplies a factor 2. Writing the induced density as n(q) = χ(q)V(q), we have

χ(q) = −2 ∫ d³p/(2π)³ T/(E₁ + E₂).

Here T is the squared spinor overlap summed over both spins. With the projectors Λ± = ½(1 ± h/E) it becomes a trace:

T = Tr[Λ₊(p₁)Λ₋(p₂)]
= ¼ Tr[1 + h₁/E₁ − h₂/E₂ − h₁h₂/(E₁E₂)]
= 1 − (c²p₁·p₂ + c⁴)/(E₁E₂).

The last line uses Tr 1 = 4, Tr h = 0 and Tr h₁h₂ = 4(c²p₁·p₂ + c⁴). The scalar product can be removed. From q² = p₁² + p₂² − 2p₁·p₂ and c²p² = E² − c⁴,

c²p₁·p₂ + c⁴ = ½(E₁² + E₂² − c²q²).

Therefore

T = [2E₁E₂ − E₁² − E₂² + c²q²]/(2E₁E₂)
= [c²q² − (E₁ − E₂)²]/(2E₁E₂).

At q → 0 the difference E₁ − E₂ is of order q, so T vanishes as q². A constant potential induces no charge, as required.

The opposite limit, large p, shows how the integral converges. There E₁ − E₂ ≈ cq cos θ, with θ the angle between p and q, and E₁ ≈ E₂ ≈ cp. Thus T ≈ q² sin²θ/(2p²), and the angular integral of sin²θ is 8π/3. The contribution of large momenta is

χ ≈ −2 · (1/8π³) · (8π/3) · (q²/4c) ∫ dp/p = −(q²/(6π²c)) ∫ dp/p.

The integral diverges logarithmically, but its coefficient is proportional to q². This form permits the divergence to be absorbed in the measured charge. Until then a large momentum cutoff is understood.

### The sum over pair energies

The integrand depends only on E₁ and E₂, so these are the natural variables. At fixed p₂, the relation p₁² = p₂² + q² + 2p₂q cos θ₂ gives p₁dp₁ = p₂q d(cos θ₂). With E dE = c²p dp,

d³p = 2πp₂² dp₂ d(cos θ₂) = (2π/q) p₁p₂ dp₁dp₂ = 2πE₁E₂ dE₁dE₂/(qc⁴).

The factor E₁E₂ cancels the one in T. Now set W = E₁ + E₂ and D = E₁ − E₂, for which dE₁dE₂ = ½ dW dD. Collecting factors,

χ = −(1/(8π²qc⁴)) ∫ (dW/W) ∫ dD (c²q² − D²).

The limits on D follow from |cos θ₂| ≤ 1, which says that p₁, p₂ and q form a triangle:

(q² − p₁² − p₂²)² ≤ 4p₁²p₂².

Since 4p₁²p₂² = (p₁² + p₂²)² − (p₁² − p₂²)², this is equivalent to

2q²(p₁² + p₂²) − q⁴ − (p₁² − p₂²)² ≥ 0.

Multiply by c⁴ and insert c²(p₁² + p₂²) = ½(W² + D²) − 2c⁴ and c²(p₁² − p₂²) = WD. After collecting D²,

D²(W² − c²q²) ≤ c²q²(W² − c²q² − 4c⁴).

Because E > cp, W exceeds c(p₁ + p₂), which is at least cq. We may therefore define a positive κ by W² = c²(q² + κ²). The condition becomes

D² ≤ c²q²b²,  b = √(1 − 4c²/κ²),  κ ≥ 2c.

The threshold κ = 2c corresponds to the energy 2c² needed to make a pair at rest. The integral over D is

∫ from −cqb to cqb of (c²q² − D²) dD = 2c³q³b(1 − b²/3),

and 1 − b²/3 = (2/3)(1 + 2c²/κ²). From W dW = c²κ dκ one has dW/W = κ dκ/(κ² + q²). The result is

χ(q) = −(q²/(6π²c)) ∫ from 2c to ∞ of dκ κ b(1 + 2c²/κ²)/(κ² + q²).

At large κ the integrand is dκ/κ with the same coefficient as in the large-p limit. A cutoff on p and one on κ ≈ 2p differ by a relative amount of order (c² + q²)/p², since expanding W at large p gives κ² ≈ 4p² + 4c² − q²cos²θ, so the choice does not affect the finite part.

### Measured charge and finite remainder

Define I(q) = −χ(q)/q², which is positive. An induced electron density n(q) adds the repulsion 4πn(q)/q² to the energy of another electron. If Z₀ is the bare charge product of nucleus and electron, the total to first order is

V(q) = −(4πZ₀/q²)[1 − 4πI(q)].

The sea electrons are drawn toward the nucleus and screen it. At large distances, q → 0, the charge product found in a measurement is Z = Z₀[1 − 4πI(0)]. The factor is the same for all charges. Removing −4πZ/q² from V(q), and replacing Z₀ by Z in what is already a first-order term, leaves

V_U(q) = −(16π²Z/q²)[I(0) − I(q)].

In the difference, 1/κ² − 1/(κ² + q²) = q²/[κ²(κ² + q²)]. The extra powers of κ make the integral finite:

V_U(q) = −(8Z/(3c)) ∫ from 2c to ∞ of dκ b(1 + 2c²/κ²)/[κ(κ² + q²)].

Put κ = 2ct. Then b = √(t² − 1)/t and dκ/κ = dt/t, so all factors combine into the weight

w(t) = (√(t² − 1)/t²)(1 + 1/(2t²)).

Thus V_U(q) = −(8Z/(3c)) ∫₁^∞ dt w(t)/(q² + 4c²t²). The transform of a Yukawa term, read backwards, turns 1/(q² + κ²) into e^(−κr)/(4πr), and

V_U(r) = −(2Z/(3πcr)) ∫₁^∞ dt w(t) e^(−2crt).

The potential is attractive. An electron close to the nucleus is inside part of the screening cloud and feels more than the charge measured from afar. The longest-range term has t = 1, which sets the Uehling range 1/(2c) = 0.003649 bohr.

### The contact limit

For a density that is nearly constant over this range, only V_U(q = 0) is needed:

V_U(0) = −(2Z/(3c³)) ∫₁^∞ dt w(t)/t².

Substitute u = 1/t, so that w dt = √(1 − u²)(1 + u²/2) du/u. With J_n = ∫₀¹ uⁿ√(1 − u²) du, the integral is J₁ + ½J₃. Setting v = 1 − u² gives J₁ = ½∫₀¹√v dv = 1/3 and J₃ = ½∫₀¹(1 − v)√v dv = 1/3 − 1/5 = 2/15. The sum is 1/3 + 1/15 = 2/5, and therefore

V_U(r) → −(4Z/(15c³)) δ(r).

The coefficient can also be read from the original sum over the sea. With 4×4 matrices, Gauss–Legendre quadrature and a momentum cutoff of 300c, the quantity 16π²c³[I(q₁) − I(q₂)]/(q₂² − q₁²) at q₁ = 0.05c and q₂ = 0.1c is 0.2663, against 4/15 = 0.2667. The next term of the expansion in q explains the difference. It multiplies the result by 1 − r₄(q₁² + q₂²)/(4c²), where r₄ = (J₃ + ½J₅)/(2/5). Since J₅ = 8/105, r₄ = 3/7 and the reduction is 0.13%.

### Hydrogen 2s

In first-order perturbation theory the contact energy is the strength times the density at the nucleus. The normalized 2s function is

ψ₂ₛ = √(Z³/(8π)) (1 − Zr/2) e^(−Zr/2),

so |ψ₂ₛ(0)|² = Z³/(8π), and

ΔE₂ₛ = −(4Z/(15c³)) · Z³/(8π) = −Z⁴α³/(30π).

For Z = 1 the strength is −1.03625×10⁻⁷ and the density is 0.039789 bohr⁻³. Their product is −4.1231×10⁻⁹ hartree. Division by Planck's constant gives −27.13 MHz.

The nucleus was held fixed. With a proton of finite mass, the bohr in the wave function is stretched by the inverse reduced mass, and the density at the origin falls by the cube of the reduced mass in electron masses. The virtual pairs still have the electron mass, so the contact strength is unchanged. This changes the value to −27.08 MHz. A state with vanishing density at the nucleus, such as Schrödinger 2p, has no shift in the contact limit.

## Part 2. Finite range, Dirac states and heavy nuclei

### What is carried over

Atomic units are used, with c = 137.036 and Z the charge of the nucleus. The vacuum polarized by a point nucleus gives an electron the extra potential energy

V_U(r) = −(2Z/(3πcr)) ∫₁^∞ dt w(t) e^(−2crt),

with w(t) = (√(t² − 1)/t²)(1 + 1/(2t²)). It is a sum of Yukawa terms e^(−κr)/r with κ = 2ct. Its volume integral is −4Z/(15c³), because ∫w/t² dt = 2/5. Replacing V_U by this number times δ(r) is the contact form. The integrals J_n = ∫₀¹ uⁿ√(1 − u²) du arise from the substitution u = 1/t, and ∫w/tᵐ dt = J_(m−1) + ½J_(m+1).

The contact energy of hydrogen 2s is −27.13 MHz. We now ask how this approximation changes as Z grows, first with Schrödinger densities and then with Dirac densities. All energies remain first order in V_U.

### First correction for Schrödinger states

An s state ψ in the field −Z/r obeys

−½(ψ″ + 2ψ′/r) − Zψ/r = Eψ.

At r → 0 the terms in 1/r must cancel, so ψ′(0) = −Zψ(0). The density of any such s state therefore starts as

ρ(r) = ρ(0)(1 − 2Zr + …).

For one Yukawa term, the leading integral is 4π∫ r e^(−κr) dr = 4π/κ². The linear term adds −8πZ ∫ r² e^(−κr) dr = −16πZ/κ³. Relative to the leading term the correction is −4Z/κ = −2Z/(ct).

Now sum over the terms. In the contact energy each t has weight w/t², so the mean of 1/t is

⟨1/t⟩ = ∫(w/t³) dt / ∫(w/t²) dt = (J₂ + ½J₄)/(2/5).

With u = sin φ, J₂ = ∫₀^(π/2) sin²φ cos²φ dφ = π/16 and J₄ = ∫₀^(π/2) sin⁴φ cos²φ dφ = π/32. Hence ⟨1/t⟩ = (5π/64)(5/2) = 25π/128, and

ΔE/ΔE_contact = 1 − (25π/64)(Z/c) + …, with 25π/64 = 1.227.

The correction is linear in Z/c, not quadratic, because the density has a cusp at the nucleus. It vanishes for Z/c → 0.

For hydrogen 2s it predicts a reduction by 1.227/137.0, or 0.90%. Radial Gauss–Legendre quadrature of the full V_U with the 2s density gives −26.89 MHz for a fixed nucleus. This is 0.9% smaller in magnitude than the contact value −27.13 MHz. For hydrogen the contact form is therefore a good approximation, with an error that is known to leading order.

### Schrödinger 1s at any Z

For 1s the sum can be kept without expansion. Each Yukawa term has the expectation value 4Z³/(2Z + 2ct)² = Z³/(Z + ct)², so

ΔE₁ₛ = −(2Z/(3πc)) ∫₁^∞ dt w(t) Z³/(Z + ct)².

Dropping Z beside ct restores the contact energy, −4Z⁴/(15πc³). Since the actual denominator is larger for every t, the finite range always reduces the magnitude of this Schrödinger energy. At Z = 56 the ratio to the contact energy is 0.651, evaluated by Gauss–Legendre quadrature after setting t = cosh y. The linear formula would give 1 − 1.227 × 0.4087 = 0.499, so higher terms in Z/c are already important there.

This is one failure of the contact form, but not yet the relevant description of a heavy atom. The electron density near the nucleus is itself changed by relativity, and it is changed just where V_U acts.

### The Dirac 1s density

Let ε be the energy with the rest energy removed, and write the Dirac spinor in upper and lower pairs. For a 1s state,

ψ_upper = g(r)χ₀,  ψ_lower = −i f(r) (σ·r̂)χ₀,

where χ₀ is a fixed spin, r̂ the unit radial vector and σ the Pauli matrices. The Dirac equations are

(V − ε)ψ_upper + c σ·p ψ_lower = 0,
c σ·p ψ_upper + (V − ε − 2c²)ψ_lower = 0.

Since p = −i∇, one has σ·p g = −i(σ·r̂)g′. Acting on the lower function, σ·p (σ·r̂)f = −i∇·(r̂f) = −i(f′ + 2f/r), because a radial field has no curl. With G = rg and F = rf, the equations become

G′ = G/r + [2c + (ε − V)/c]F,
F′ = −F/r − [(ε − V)/c]G.

With G and F normalized by ∫(G² + F²) dr = 1, the density is (G² + F²)/(4πr²).

For V = −Z/r, try G = N r^γ e^(−Zr) and F = −kG. The 1/r terms in the two equations require

γ = 1 − kZ/c and k(1 + γ) = Z/c.

Multiplying the first relation, in the form 1 − γ = kZ/c, by 1 + γ gives

γ = √(1 − Z²/c²).

The constant terms require kZ = −ε/c and k(2c + ε/c) = Z. The first gives ε = −c²(1 − γ), and the second is then satisfied because k(c + cγ) = Z. The trial form is thus a solution, and its density is

ρ(r) ∝ r^(2γ−2) e^(−2Zr).

In the limit c → ∞, γ → 1 and the Schrödinger density returns. At finite c, 2γ − 2 is negative and the density diverges at a point nucleus. The divergence is integrable, so the state can be normalized, but δ(r) has no finite expectation value. Strictly, this happens for every Z > 0.

What depends on Z is how much it matters. For hydrogen 2γ − 2 ≈ −1/c² = −5.3×10⁻⁵. Shrinking r by ten powers of ten, for which ln 10¹⁰ ≈ 23, raises the factor r^(2γ−2) by only about 0.12%. A finite value can then be taken from the Schrödinger density with little ambiguity. For Z = 56 the exponent is −0.1746, and each tenfold reduction of r raises the factor by 10^0.1746, or about 1.49. There is no plateau from which a contact density can be read.

### The full potential stays finite

The normalization of the Dirac state is

N²(1 + k²) = (2Z)^(2γ+1)/Γ(2γ + 1),

where Γ is the gamma function. The expectation value of one Yukawa term is therefore

[(2Z)^(2γ+1)/Γ(2γ + 1)] ∫₀^∞ dr r^(2γ−1) e^(−(2Z+2ct)r)
= [(2Z)^(2γ+1)/Γ(2γ + 1)] Γ(2γ)/(2Z + 2ct)^(2γ)
= (Z/γ)[Z/(Z + ct)]^(2γ).

The last line uses Γ(2γ + 1) = 2γΓ(2γ). Summing the terms gives the first-order Dirac–Uehling energy for a point nucleus:

ΔE_D = −(2Z/(3πc)) ∫₁^∞ dt w(t)(Z/γ)[Z/(Z + ct)]^(2γ).

At large t, w behaves as 1/t and the integrand as t^(−1−2γ), so the integral converges whenever γ > 0. At γ = 1 it reduces to the Schrödinger formula above. The infinity of the contact energy is thus produced by the contact approximation, not by vacuum polarization in this first-order model.

For small Z/c the changes from γ are of order (Z/c)² times a logarithm, since

[Z/(Z + ct)]^(2γ−2) ≈ 1 + (Z²/c²) ln[(Z + ct)/Z].

They are smaller than the linear finite-range term as Z/c → 0. The Dirac energy therefore has the same first correction, −(25π/64)Z/c, when it is compared with the Schrödinger contact energy.

### Two errors that can cancel

The following ratios are for 1s and a point nucleus. The denominator in both columns is the Schrödinger contact energy −4Z⁴/(15πc³). The integrals over t were again evaluated by Gauss–Legendre quadrature.

Z | full, Schrödinger | full, Dirac
1 | 0.991 | 0.991
20 | 0.845 | 0.903
56 | 0.651 | 0.975
80 | 0.559 | 1.241

The finite range lowers the magnitude of the energy in the Schrödinger column. The Dirac density raises the magnitude again. At Z = 56 the second effect is a factor 0.9753/0.6506 = 1.50, which nearly undoes the first. The Dirac ratio passes through 1 at Z = 59.6.

Near this charge the Schrödinger contact formula gives almost the right first-order Uehling energy for 1s, even though its density and its treatment of the range are both inadequate. The agreement does not justify the contact operator. By Z = 80 the same formula is too small in magnitude: the full Dirac energy is 24% larger than it. Using the operator with a Dirac density corrects the density but not the range, and so destroys the cancellation. The error from the range even grows, because the Dirac density rises more steeply toward the nucleus. For barium with the nucleus of 6 fm used below, the ratio of contact to full energy is 2.62 with the Dirac density at the center, against 1/0.651 = 1.54 with the Schrödinger density and a point nucleus.

### A nucleus of finite size

A finite nucleus makes the central density finite, so the contact form can be evaluated with a Dirac state. Let the charge Z fill a sphere of radius R uniformly. Inside it,

V(r) = −(Z/(2R))(3 − r²/R²),

which joins −Z/r at r = R with the same value and slope.

The dependence of the central density on R follows from the radial equations. Let x = r/R and let R → 0. The terms with 2c and ε are then multiplied by R and drop out near the nucleus. What remains inside is

dG/dx = G/x + (Z/(2c))(3 − x²)F,
dF/dx = −F/x − (Z/(2c))(3 − x²)G.

These equations no longer contain R, so the ratio of central to surface density tends to a constant. Just outside, the general solution combines r^γ and r^(−γ), and matching in x fixes their ratio at the surface. For r much larger than R the r^γ part survives, with an amplitude set by the normalization of the whole atom. Hence G² + F² at the surface scales as R^(2γ), and dividing by r² at r = R gives

ρ(0) ∝ R^(2γ−2) as R → 0.

A contact energy proportional to ρ(0) must grow without bound in the same way.

The full Uehling potential must also be averaged over the nuclear charge. For a shell of radius s, the distance l to a point at r satisfies l² = r² + s² − 2rs cos θ. Hence l dl = rs d(cos θ) up to the direction of integration, and the angular average of a Yukawa term is

[e^(−κ|r−s|) − e^(−κ(r+s))]/(2κrs).

Its average over the sphere is found by integrating with weight 3s²/R³ from s = 0 to R. The shell term is e^(−κr) sinh(κs)/(κrs) for s < r and e^(−κs) sinh(κr)/(κrs) for s > r. With ∫ s sinh(κs) ds = (κs cosh κs − sinh κs)/κ², ∫ s e^(−κs) ds = −(1 + κs)e^(−κs)/κ² and y = κR, the average is 3(y cosh y − sinh y)e^(−κr)/(y³r) for r > R and (3/(κ²R³))[1 − (1 + y)e^(−y) sinh(κr)/(κr)] for r < R. The sum over κ = 2ct then gives the Uehling potential of the extended nucleus.

There is a corresponding contact form for an extended charge. Each element of nuclear charge contributes a delta function at its own position, so the density at the center is replaced by the electron density averaged over the nuclear sphere. This is the fairer comparison, and both versions are evaluated below.

### One-electron barium

Take the 1s state of barium with a single electron, Z = 56. Its decay length is 1/Z = 0.01786 bohr, against the Uehling range 0.003649 bohr, and γ = 0.9127. The nuclear radius is chosen as the round value R = 6 fm. Smaller spheres with the same charge show the approach to a point nucleus; they are not meant as real nuclei.

The radial Dirac equations were integrated outward from near the center and inward from 30/Z, with an eighth-order Runge–Kutta method. The energy was adjusted until the ratio F/G agreed at 1/Z. The expectation values were then found by radial Gauss–Legendre quadrature. The resulting first-order energies, in eV, are:

R in fm | full Uehling | contact, center | contact, average
6 | −8.58 | −22.50 | −21.48
0.6 | −8.61 | −33.99 | −32.54
0.06 | −8.61 | −50.86 | −48.71

The formula for a point nucleus gives −8.61 eV, which the full energies approach. They change little because V_U spreads over a much larger region than the nucleus. The contact energies have no such limit. From the two smallest radii the exponent of the central density is −0.1751, close to the limiting value 2γ − 2 = −0.1746.

At R = 6 fm the contact form exceeds the full energy by a factor 22.50/8.58 = 2.62 when the central density is used, and by 2.50 when the density is averaged over the nucleus. Averaging hardly helps, because it still samples the density inside the nucleus instead of over the Uehling range.

The corresponding Schrödinger numbers for a point nucleus separate the two effects. The contact energy is −8.83 eV, and the full potential with the same density gives −5.74 eV. Replacing the density by the Dirac one brings the full energy to −8.61 eV. The nearness of −8.83 and −8.61 eV is the cancellation seen in the table of ratios.

### Where the contact form may be used

For s states the derivation gives two separate conditions. The range must be short on the scale of the density, which requires (25π/64)Z/c to be small. The density must also have a usable value at the nucleus, which requires the factor r^(2γ−2) to change little between the Uehling range and the nuclear radius. The s states of hydrogen meet both. One-electron barium meets neither. The conditions say nothing about p states. There the Schrödinger density vanishes at the nucleus and the contact form gives zero, while the full V_U, being attractive everywhere, gives a small nonzero shift. For such states the contact form is not an approximation to the Uehling energy even in hydrogen.

The second condition concerns the density actually used, not the name of the method. A two-component calculation that reproduces the Dirac density near a heavy nucleus also reproduces the overestimate by the contact operator. The remedy within first order is to take the expectation value of the full V_U, averaged over the nuclear charge.

That remedy does not complete the QED correction. Higher orders of vacuum polarization in the nuclear field are absent. By charge conjugation only odd orders in the field induce a charge, so the first omitted term is of relative order (Z/c)², which is 0.17 for barium, times a numerical coefficient not computed here. The self-energy and nuclear recoil are absent as well. The energies for barium are therefore values of the Uehling term in a stated nuclear model, not predictions of the complete Lamb shift.
